# Spin Entropy from Thermal Shifts of a Charge-Sensed Transition

## Problem

A quantum dot with one accessible orbital exchanges electrons with a reservoir at temperature $T$ and chemical potential $\mu$. The orbital level is $\varepsilon$. A magnetic field $B$ splits it into $\varepsilon_\uparrow=\varepsilon-E_Z/2$ and $\varepsilon_\downarrow=\varepsilon+E_Z/2$, where $E_Z=|g|\mu_BB$ and $\uparrow$ names the lower spin state. A second electron costs an additional charging energy $U$. A charge sensor records the mean occupation $N$ while a gate moves the level through the chemical potential.

The midpoint of the $0\to1$ step is the point $N=1/2$, and $m_{1/2}$ denotes the value of $\mu-\varepsilon$ there. For $U=1000$ µeV and $|g|=2$, a four-state master equation gives these midpoints in µeV:

| $B$ | 100 mK | 150 mK | 200 mK |
|---|---|---|---|
| 0 T | −5.9731 | −8.9596 | −11.9462 |
| 0.5 T | −28.9523 | −29.0879 | −29.5312 |
| 2 T | −115.7676 | −115.7676 | −115.7677 |

(a) Find the entropy that the first electron brings to the dot at $B=0$, using a Maxwell relation. (b) Find what the field does to it. (c) Say how the entropy is read from sensor traces when the gate lever arm is unknown, or when the reservoir potential drifts with temperature.

Energies are in µeV and temperatures in kelvin, which suit this problem better than Hartree units; $k=86.173$ µeV/K.

## A tempting solution

At the midpoint the empty and the occupied dot are equally likely, so adding the electron costs no free energy overall. The level costs $\varepsilon$, the reservoir supplies $\mu$, and the remainder must be entropic:

$$
\mu-\varepsilon=-T\,\Delta S
\quad\Longrightarrow\quad
\Delta S=-\frac{m_{1/2}}{T}.
$$

At $B=0$ and 150 mK this gives $8.9596/0.150=59.73$ µeV/K, or $0.693\,k$. This is $k\ln2$, as expected for two equally likely spin states.

At 0.5 T the same recipe gives $29.0879/0.150=193.9$ µeV/K, or $2.25\,k$, and at 2 T it gives $8.96\,k$. The field would appear to increase the entropy.

## Where it fails

Two spin states cannot hold more than $k\ln2$, so $2.25\,k$ is impossible. The temperature dependence is also wrong. At 0.5 T the recipe gives 289.5 µeV/K at 100 mK and 147.7 µeV/K at 200 mK, an entropy that falls on heating.

The fault is the claim that the remainder is entropic. A free energy is $E-TS$, and in a field the electron's mean energy is not $\varepsilon$: it mostly occupies the lower Zeeman state. The quantity $m_{1/2}$ therefore contains a magnetic energy as well as $-TS$, and dividing by $T$ counts both as entropy. At $B=0$ the magnetic energy vanishes, which is why the recipe succeeds there. What isolates the entropy is a temperature derivative, not a ratio.

## The Maxwell relation

Because the dot exchanges electrons with a reservoir, its mean occupation $N$ is a continuous variable. At fixed $\varepsilon$ and $B$ the grand potential obeys $d\Omega=-S\,dT-N\,d\mu$. Define $F=\Omega+\mu N$. Then

$$
dF=-S\,dT-N\,d\mu+\mu\,dN+N\,d\mu=-S\,dT+\mu\,dN .
$$

Hence $S=-(\partial F/\partial T)_N$ and $\mu=(\partial F/\partial N)_T$. The two mixed second derivatives of $F$ are equal, so

$$
\left(\frac{\partial\mu}{\partial T}\right)_N=-\left(\frac{\partial S}{\partial N}\right)_T .
$$

The minus sign matters: where the total entropy rises with $N$, the chemical potential needed to hold $N$ fixed falls on heating. Following the midpoint as $T$ changes is a measurement at fixed $N=1/2$. It remains to find what $\partial S/\partial N$ means there.

## Occupations from the master equation

Let $U\gg kT$, so that double occupation is negligible near the first step. Let the tunnelling rates satisfy $\hbar\Gamma_\sigma\ll kT$, so that sequential tunnelling suffices. With $f(E)=1/[1+e^{(E-\mu)/kT}]$,

$$
\dot p_\sigma=\Gamma_\sigma f(\varepsilon_\sigma)\,p_0-\Gamma_\sigma[1-f(\varepsilon_\sigma)]\,p_\sigma .
$$

In the steady state each right-hand side vanishes. The rate $\Gamma_\sigma$ cancels, even if the two spins tunnel at different rates:

$$
\frac{p_\sigma}{p_0}=\frac{f(\varepsilon_\sigma)}{1-f(\varepsilon_\sigma)}=e^{(\mu-\varepsilon_\sigma)/kT}.
$$

Write $m=\mu-\varepsilon$, $x=E_Z/(2kT)$ and $c=e^{x}+e^{-x}=2\cosh x$. Summing over spin gives $N=p_\uparrow+p_\downarrow=c\,e^{m/kT}p_0$, while normalization gives $p_0=1-N$. Therefore

$$
\frac{N}{1-N}=c\,e^{m/kT}.
$$

Setting $N=1/2$ makes the left side equal to 1, so

$$
m_{1/2}=-kT\ln(2\cosh x),\qquad
N=\frac{1}{1+e^{(m_{1/2}-m)/kT}} .
$$

In this regime the field moves the step but leaves its Fermi-function shape unchanged.

## The entropy at the midpoint

Given that the dot is occupied, the spin probabilities are $q_\uparrow=e^{x}/c$ and $q_\downarrow=e^{-x}/c$. Their entropy is

$$
S_1=-k\sum_\sigma q_\sigma\ln q_\sigma
=-k\left[x(q_\uparrow-q_\downarrow)-\ln c\right]
=k\left[\ln(2\cosh x)-x\tanh x\right],
$$

where $q_\uparrow+q_\downarrow=1$ and $q_\uparrow-q_\downarrow=\tanh x$ were used.

For the whole dot, $p_\sigma=Nq_\sigma$ and $p_0=1-N$. Since $\ln(Nq_\sigma)=\ln N+\ln q_\sigma$,

$$
S=NS_1-k\left[N\ln N+(1-N)\ln(1-N)\right].
$$

At fixed $T$ and $B$, $S_1$ is constant. The derivative of the bracket is $\ln N+1-\ln(1-N)-1$, so

$$
\left(\frac{\partial S}{\partial N}\right)_T=S_1+k\ln\frac{1-N}{N}.
$$

The second term comes from uncertainty about whether the dot is occupied. It vanishes at $N=1/2$, which is why the midpoint is the point to follow. At $B=0$, following $N=0.3$ would give $1.540\,k$, and following $N=0.8$ would give $-0.693\,k$; neither is the spin entropy.

At the midpoint the Maxwell relation thus reads

$$
\frac{dm_{1/2}}{dT}=-S_1 .
$$

Direct differentiation confirms it. Since $dx/dT=-x/T$,

$$
\frac{d}{dT}\left[-kT\ln(2\cosh x)\right]
=-k\ln(2\cosh x)-kT\tanh x\left(-\frac{x}{T}\right)=-S_1 .
$$

Solving the definition of $S_1$ for $k\ln(2\cosh x)$ and multiplying by $-T$ also exposes the fault in the first solution:

$$
m_{1/2}=-\frac{E_Z}{2}\tanh x-TS_1 .
$$

The first term is the mean Zeeman energy that the ratio $-m_{1/2}/T$ mistook for entropy.

## (a) Zero field

With $x=0$, $S_1=k\ln2$. From the table,

$$
-\frac{\Delta m_{1/2}}{\Delta T}
=\frac{11.9462-5.9731}{0.100}
=59.73\ \text{µeV/K}=0.693\,k .
$$

In SI units this is $9.57\times10^{-24}$ J/K. The law is linear in $T$ here, so a finite temperature interval introduces no averaging error.

## (b) The effect of the field

The entropy falls steadily as the field grows:

$$
\frac{dS_1}{dx}=k\left[\tanh x-\tanh x-x\,\mathrm{sech}^2x\right]=-kx\,\mathrm{sech}^2x<0\quad(x>0).
$$

For weak fields, $\ln(2\cosh x)\approx\ln2+x^2/2$ and $x\tanh x\approx x^2$, giving $S_1\approx k(\ln2-x^2/2)$. The loss begins quadratically.

For strong fields, put $y=2x=E_Z/kT$. Then

$$
\ln(2\cosh x)=\frac y2+\ln(1+e^{-y}),\qquad
\tanh x=1-\frac{2e^{-y}}{1+e^{-y}},
$$

and subtraction gives

$$
\frac{S_1}{k}=\ln(1+e^{-y})+\frac{y\,e^{-y}}{1+e^{-y}}\approx(1+y)e^{-y}\qquad(y\gg1).
$$

The entropy is removed because the upper spin state is thermally empty. The criterion is $E_Z\gg kT$, not a particular field. At 150 mK the computed slopes are:

| $B$ | $E_Z/kT$ | $S_1/k$ from the slope | $-m_{1/2}/(kT)$ |
|---|---|---|---|
| 0 T | 0 | 0.6931 | 0.693 |
| 0.1 T | 0.896 | 0.6021 | 0.790 |
| 0.5 T | 4.478 | 0.0616 | 2.250 |
| 1 T | 8.956 | 0.0013 | 4.478 |
| 2 T | 17.912 | 0.0000 | 8.956 |

The last column is the faulty estimate. It grows because the midpoint approaches $-E_Z/2$, which is $-115.77$ µeV at 2 T. The field removes the thermal slope, not the displacement of the step.

At intermediate field a finite temperature interval measures an average. Integrating $dm_{1/2}/dT=-S_1$ gives

$$
-\frac{m_{1/2}(T_2)-m_{1/2}(T_1)}{T_2-T_1}
=\frac{1}{T_2-T_1}\int_{T_1}^{T_2}S_1(T)\,dT .
$$

At 0.5 T, the 100 and 200 mK entries give $(29.5312-28.9523)/0.100=5.79$ µeV/K, or $0.067\,k$. The local value at 150 mK is $0.062\,k$. The two differ because $S_1$ does not vary linearly over the interval; a linear variation would average to the value at the centre.

## (c) Reading the sensor traces

**Unknown lever arm.** Let the gate lower the level as $\varepsilon=\varepsilon_0-\alpha eV$, with $\alpha$ and $\varepsilon_0$ independent of temperature, and call the reservoir potential $\mu_L$. At the midpoint $\mu_L-\varepsilon_0+\alpha eV_{1/2}=m_{1/2}$, so

$$
V_{1/2}=\frac{\varepsilon_0-\mu_L+m_{1/2}}{\alpha e},\qquad
N(V)=\frac{1}{1+e^{(V_{1/2}-V)/w}},\qquad w=\frac{kT}{\alpha e}.
$$

For constant $\mu_L$, $dV_{1/2}/dT=-S_1/(\alpha e)$ and $dw/dT=k/(\alpha e)$. Their ratio is

$$
\frac{dV_{1/2}}{dw}=-\frac{S_1}{k}.
$$

Both quantities come from fitting the same traces. If the step width is purely thermal, neither $\alpha$ nor a separate thermometer is needed. Gate noise with a fixed Gaussian spread broadens the step most at low $T$. The fitted $w$ then grows more slowly with $T$, and the zero-field entropy comes out too large.

For $\alpha=0.1$ and $\varepsilon_0=\mu_L$, noise-free traces at $B=0$ give midpoints of −59.73 and −119.46 µV at 100 and 200 mK, with widths of 86.17 and 172.35 µV. Thus

$$
\frac{S_1}{k}=\frac{119.46-59.73}{172.35-86.17}=0.693 .
$$

At 2 T the widths are the same but the midpoint stays at −1157.68 µV, so the slope is zero.

With random noise of 1% of the step height on each of 401 points spanning ±1500 µV around the step, and five temperatures from 100 to 200 mK, 40 simulated repetitions give a mean $S_1/k$ of 0.691 at zero field, with a scatter of 0.018 per repetition. At 2 T the mean is 0.003 and the scatter 0.011. The two cases are well separated in a single run. The scatter depends on the sampling as well as on the noise: it grows as the inverse square root of the number of points, so 101 points per trace roughly double it.

**Drifting reservoir.** If $\mu_L$ depends on temperature, then

$$
-\alpha e\frac{dV_{1/2}}{dT}=S_1+\frac{d\mu_L}{dT}.
$$

For a chosen drift of −20 µeV/K, the apparent entropy at $B=0$ is $59.73-20=39.73$ µeV/K, or $0.461\,k$. At 2 T it is $-0.232\,k$, which is the drift alone. If the drift does not depend on field, subtracting the two gives $0.461+0.232=0.693$, so the strong-field run serves as a control.

The $1\to2$ step offers a cure at a single field. Near it the empty state is negligible. A dot holding spin $\sigma$ becomes doubly occupied by taking the opposite spin $\bar\sigma$ at energy $\varepsilon_{\bar\sigma}+U$, so detailed balance gives $p_\sigma=p_2\,e^{(\varepsilon_{\bar\sigma}+U-\mu)/kT}$. Summing over $\sigma$,

$$
p_\uparrow+p_\downarrow=p_2\,c\,e^{(U-m)/kT}.
$$

At $N=3/2$ the one- and two-electron probabilities are equal, hence

$$
m_{3/2}=U+kT\ln(2\cosh x),\qquad \frac{dm_{3/2}}{dT}=+S_1 .
$$

The sign reverses because the second electron completes a singlet and removes the spin entropy. A common drift of $\mu_L$ cancels in the spacing:

$$
\alpha e\,(V_{3/2}-V_{1/2})=U+2kT\ln(2\cosh x),
$$

whose temperature slope is $2S_1$. At $B=0$ the spacing grows from 1011.946 to 1023.892 µeV between 100 and 200 mK. Half its slope is $11.946/(2\times0.100)=59.73$ µeV/K, again $k\ln2$. At 2 T the spacing stays at 1231.535 µeV, which is $U+E_Z$. If $\alpha$ is unknown, a purely thermal step width again replaces it: since $dw/dT=k/(\alpha e)$, the slope of the spacing against the width is $d(V_{3/2}-V_{1/2})/dw=2S_1/k$. The method assumes that $\alpha$ is the same at both steps and that neither $\alpha$ nor $U$ changes with temperature. It also assumes that the two-electron singlet stays many $kT$ below the lowest triplet at the field used; a nearby second orbital can break this condition in a strong field.

**Using the whole step.** Equality of the mixed derivatives of $\Omega$ gives $(\partial S/\partial\mu)_T=(\partial N/\partial T)_\mu$. Integrating from the empty dot, where $S=0$, to the one-electron plateau, where $S=S_1$, yields

$$
\int\left(\frac{\partial N}{\partial T}\right)_{\mu}d\mu=S_1 .
$$

The computed areas agree with the midpoint slopes at all five fields. This form needs no fitted step shape. On a gate-voltage axis, however, it requires $\alpha$, and a drift of $\mu_L$ adds $d\mu_L/dT$ to the area just as it does to the midpoint slope.

## When the result holds

Double occupation shifts the midpoint slightly. With $z=e^{m/kT}$ and $u=e^{-U/kT}$, the weights of zero, one and two electrons are $1$, $cz$ and $uz^2$. The condition $N=1/2$ becomes

$$
2(cz+2uz^2)=1+cz+uz^2\quad\Longrightarrow\quad cz+3uz^2=1 .
$$

To first order in $u$, $z\approx1/c-3u/c^3$, and the midpoint moves by $-3u\,kT/c^2$. At $B=0$ and $U=6kT$ the computed shift is $-0.0019\,kT$; for the parameters used above it is negligible.

Tunnel broadening is also small here: $\hbar\Gamma_\uparrow=0.066$ µeV and $\hbar\Gamma_\downarrow=0.020$ µeV against $kT=8.6$ µeV at 100 mK. It is not zero. Virtual tunnelling, which the rate equation omits, shifts the zero-field midpoint by about $+0.02$ µeV with a logarithmic dependence on $T$, and raises the slope from 59.73 to about 59.78 µeV/K ($0.694\,k$); ten times larger rates give $0.699\,k$. The digits in the tables are those of the rate equation. When $\hbar\Gamma$ approaches $kT$, the rate equation no longer applies. The sensor must average over many tunnelling events without driving transitions, and all electrons that tunnel must share one temperature and one chemical potential; otherwise detailed balance is lost.

Finally, the field removes only the spin part of the entropy. If the first electron could also choose between two degenerate orbitals that the field does not split, $c$ would double. The midpoint would gain a term $-kT\ln2$, and a slope of $-k\ln2$ would survive at strong field. A second orbital or valley need not be degenerate to matter: one lying 50 µeV above the first gives $0.79\,k$ at $B=0$ and $0.10\,k$ at 2 T at 150 mK. The results above therefore need every other one-electron level to lie many $kT$ higher, which must be checked in silicon dots, where the valley splitting can be this small. The numerical output below lists the values of the four-state model.

## Numbers as computed

```
k = 86.1733 micro-eV/K; mu_B = 57.8838 micro-eV/T
k ln 2 = 59.731 micro-eV/K = 9.5699e-24 J/K
ln 2 = 0.69315
U = 1000 micro-eV; alpha = 0.1; |g| = 2
tunnel rates up, down = 1.0e+08, 3.0e+07 1/s
hbar*rate_up = 0.0658 micro-eV
kT at 100, 150, 200 mK = 8.617, 12.926, 17.235 micro-eV
Midpoint mu_half - level (micro-eV) at 100, 150, 200 mK:
  B = 0.0 T: -5.9731, -8.9596, -11.9462
  B = 0.1 T: -7.7864, -10.2145, -12.9005
  B = 0.5 T: -28.9523, -29.0879, -29.5312
  B = 1.0 T: -57.8838, -57.8855, -57.9047
  B = 2.0 T: -115.7676, -115.7676, -115.7677
At 150 mK: EZ (micro-eV), EZ/kT, -slope/k, area/k, -(mu_half-level)/kT
  B = 0.0 T: 0.000, 0.000, 0.693147, 0.693147, 0.6931
  B = 0.1 T: 11.577, 0.896, 0.602108, 0.602108, 0.7902
  B = 0.5 T: 57.884, 4.478, 0.061569, 0.061569, 2.2503
  B = 1.0 T: 115.768, 8.956, 0.001284, 0.001284, 4.4782
  B = 2.0 T: 231.535, 17.912, 0.000000, 0.000000, 8.9562
strong-field estimate of S1/k at 1 T, 150 mK = 0.001284
-slope/k at B = 0 for N = 0.3, 0.8: 1.5404, -0.6931
midpoint shift from double occupancy, U = 6 kT: -0.001854 kT
same, leading estimate for U = 1000 micro-eV, 200 mK: -4.7e-26 kT
lead drift chosen = -20.0 micro-eV/K
B = 0 T: S1/k from one step with drift = 0.4611, from spacing = 0.6931
  spacing at 100, 200 mK = 1011.946, 1023.892 micro-eV
B = 2 T: S1/k from one step with drift = -0.2321, from spacing = 0.0000
  spacing at 100, 200 mK = 1231.535, 1231.535 micro-eV
sensor noise = 0.01 of step; noise draws = 40
Noise-free fits at 100, 125, 150, 175, 200 mK (micro-volt):
  B = 0 T midpoints: -59.73, -74.66, -89.60, -104.53, -119.46
  B = 0 T widths: 86.17, 107.72, 129.26, 150.80, 172.35
  B = 2 T midpoints: -1157.68, -1157.68, -1157.68, -1157.68, -1157.68
  B = 2 T widths: 86.17, 107.72, 129.26, 150.80, 172.35
noisy S1/k at 0 T: first draw 0.718, mean 0.6910, scatter per draw 0.0184
noisy S1/k at 2 T: first draw -0.004, mean 0.0032, scatter per draw 0.0114
```
